# The Phillips-Kleinman Operator and the Choice of a Pseudo-Orbital

A valence orbital must be orthogonal to the core orbitals. If some of these have the same angular momentum, this forces it to oscillate near the nucleus. Such oscillations are costly to represent with smooth basis functions such as plane waves. This problem examines an operator that replaces the orthogonality condition by an added term in the Hamiltonian.

**Setting.** Let $H=T+V$ be a fixed Hermitian one-electron Hamiltonian, with $T$ the kinetic energy. Its orthonormal eigenstates are divided into $N_c$ core states $|c\rangle$ with energies $E_c$, and all the others, $|n\rangle$ with energies $E_n$. One of the others is the valence state $|v\rangle$. Its energy $E_v$ is non-degenerate and lies above every $E_c$. For a real number $E$ that we may choose, the Phillips-Kleinman operator is

$$W(E)=\sum_c (E-E_c)\,|c\rangle\langle c| .$$

"Fixed" means that $H$ is not recomputed when $W$ is added. In a self-consistent calculation, $H$ is the converged Hamiltonian built from the true orbitals.

In a spherical atom we look for orbitals of definite angular momentum and spin. The sum then runs over cores of the same kind, because all other cores are orthogonal to the orbital by symmetry.

**Example.** The numbers are for a free boron atom, with core $1s$ and valence $2s$, in spherically averaged, spin-restricted, nonrelativistic Kohn-Sham theory with the local density approximation (LDA). The levels are $E_c=-178.625$ eV and $E_v=-9.380$ eV, so the gap is

$$\Delta=E_v-E_c=169.245\ \text{eV}.$$

## (a) What is the spectrum of $H+W(E)$?

**Solution.** Apply the operator to a core state $|c\rangle$. In the sum over cores $c'$, orthonormality, $\langle c'|c\rangle=\delta_{c'c}$, leaves one term:

$$(H+W)|c\rangle=E_c|c\rangle+(E-E_c)|c\rangle=E|c\rangle .$$

The original core energy cancels, whatever its value. For a non-core state, every overlap $\langle c|n\rangle$ vanishes, so

$$(H+W)|n\rangle=E_n|n\rangle+0=E_n|n\rangle .$$

The eigenstates of $H$ form a complete set, and each is an eigenstate of $H+W$. This is therefore the whole spectrum: all core levels sit at $E$, and every other level stays where it was.

For boron with $E=E_v$, diagonalising $H+W$ among the $s$ states gives $-9.380$, $-9.380$ and $0.579$ eV. The third value is the next $s$ level of $H$ in the finite basis used, and it has not moved. Its value is set by the basis, which lacks very diffuse functions: in a complete basis this level is weakly bound, at about $-0.16$ eV. The $2p$ level at $-3.717$ eV feels no repulsion, since boron has no $p$ core.

A case with two cores is the hydrogen atom with $1s$ and $2s$ treated as core and $3s$ as valence, at $-1.512$ eV. With analytic core orbitals and $H$ on a finite-difference grid, the lowest levels of $H+W(E_v)$ are $-1.512$, $-1.512$, $-1.502$ and $-0.850$ eV. Three levels gather at the $3s$ energy, and the fourth is $4s$. The deviation of about 0.01 eV is a numerical error: the analytic core orbitals and core energies satisfy the eigenvalue equation on the grid only approximately.

## (b) Find all eigenstates at the valence energy. How does the choice of $E$ matter?

**Solution.** Expand an arbitrary state in eigenstates of $H$:

$$|\chi\rangle=\sum_c x_c|c\rangle+\sum_n x_n|n\rangle ,$$

where the second sum includes an integral if there is a continuum. By part (a),

$$(H+W(E)-E_v)|\chi\rangle=\sum_c (E-E_v)x_c|c\rangle+\sum_n (E_n-E_v)x_n|n\rangle .$$

For an eigenstate at $E_v$ each coefficient must vanish, since the states are independent. In the second sum, $E_n\neq E_v$ for $n\neq v$, so only $x_v$ can survive. The first sum gives two cases.

If $E\neq E_v$, then all $x_c=0$. The solution is $|v\rangle$ itself, with its oscillations, and nothing has been gained.

If $E=E_v$, the first sum vanishes for any $x_c$. The level is $(1+N_c)$-fold degenerate. Dividing a solution with $x_v\neq0$ by $x_v$ gives

$$|\phi\rangle=|v\rangle+\sum_c a_c|c\rangle,\qquad a_c\ \text{arbitrary}.$$

The eigenvalue is thus fixed while the pseudo-orbital is free, but this freedom belongs to the one energy $E=E_v$. If $E$ were set to another non-core level $E_n$, the freedom would pass to that state.

In boron, sending the core to $E_v+1$ eV gives lowest levels $-9.38$ and $-8.38$ eV. Sending it to $E_v-1$ eV gives $-10.38$ and $-9.38$ eV. The valence level is present both times, but in the second case it is no longer the lowest. A calculation that fills the lowest level would then occupy a lifted core state by mistake.

## (c) Can the true orbital be recovered from $\phi$, and what happens to the norm?

**Solution.** Take $E=E_v$ and let $P=\sum_c|c\rangle\langle c|$ project on the core. Then $P|v\rangle=0$ and $P|c\rangle=|c\rangle$, so

$$(1-P)|\phi\rangle=|v\rangle+\sum_c a_c\big(|c\rangle-|c\rangle\big)=|v\rangle .$$

No knowledge of the $a_c$ is needed. If the solution carries another overall factor, the projected state is normalised afterwards. This is a simple form of augmentation: a smooth orbital is used in the calculation, and the core structure is put back when the true orbital is wanted near the nucleus.

The cross terms in the norm vanish by orthogonality:

$$\langle\phi|\phi\rangle=\langle v|v\rangle+\sum_c|a_c|^2\langle c|c\rangle=1+\sum_c|a_c|^2 .$$

Where the core orbitals are negligible, $\phi(\mathbf r)=v(\mathbf r)$. Normalising $\phi$ to one therefore multiplies the outer density by $1/(1+\sum_c|a_c|^2)$, which is less than one. The pseudo-orbital has the right energy and the right outer shape, but too little charge outside. A density built from it needs a correction.

For boron, take the admixture $a=0.2720$, whose origin is the subject of part (d). The factor is $1/1.0740=0.931$. The radius that holds 99% of the $1s$ charge is about 0.051 nm. Beyond twice this radius, the true $2s$ orbital has a charge of 0.446 and the normalised pseudo-orbital 0.416, a ratio of 0.933. The small excess over 0.931 comes from the remaining $1s$ tail, which has the same sign as $v$ there and so adds to $\phi$.

## (d) Which $\phi$ has the least kinetic energy, and how strong is its potential?

**Solution.** Low mean kinetic energy is a simple measure of smoothness, since $T$ weighs the squared gradient. Take one core and real orbitals. With $T_{cv}=\langle c|T|v\rangle$, and $T_{cc}$, $T_{vv}$ defined likewise, the mean for the normalised orbital is

$$t(a)=\frac{T_{vv}+2aT_{cv}+a^2T_{cc}}{1+a^2}.$$

By the quotient rule, half the numerator of $dt/da$ is

$$(T_{cv}+aT_{cc})(1+a^2)-a\,(T_{vv}+2aT_{cv}+a^2T_{cc}).$$

The terms $a^3T_{cc}$ cancel, and $a^2T_{cv}-2a^2T_{cv}=-a^2T_{cv}$. With $D=T_{cc}-T_{vv}$,

$$\frac{dt}{da}=\frac{2\,(T_{cv}+Da-T_{cv}a^2)}{(1+a^2)^2}.$$

The stationary points satisfy $T_{cv}a^2-Da-T_{cv}=0$. The minimum is at

$$a_{\rm s}=\frac{D-\sqrt{D^2+4T_{cv}^2}}{2T_{cv}} .$$

To see that this root is the minimum, let $T_{cv}<0$, as in boron. The numerator of $dt/da$ is then a parabola open upwards, so $t$ rises, falls and rises again as $a$ increases. The minimum is at the larger root. The expression above is a negative number over a negative number, hence the positive root. The two roots have product $-1$, so the positive one is the larger. For $T_{cv}>0$ all signs reverse, and the same formula holds. When $|T_{cv}|\ll D$, expanding the square root gives $a_{\rm s}\approx-T_{cv}/D$.

With several cores, one varies each $a_c$ in the same quotient and finds $\langle c|T-t|\phi\rangle=0$ for every $c$. The smoothest orbital is then the lowest eigenvector of the matrix of $T$ in the space spanned by $v$ and the cores, provided that this eigenvector contains $v$.

Now consider the potential. Let $\langle\cdot\rangle$ be the mean in the normalised $\phi$. Since $(T+V+W)\phi=E_v\phi$,

$$\langle V+W\rangle=E_v-\langle T\rangle .$$

The left side is negative for a bound state, because $\langle T\rangle>0$ and $E_v<0$. The smaller the kinetic energy, the weaker the mean pseudopotential. Among all allowed $\phi$, the smoothest one therefore has the weakest mean pseudopotential. The repulsive part follows from $\langle c|\phi\rangle=a$ before normalisation:

$$\langle W\rangle=\Delta\,\frac{a^2}{1+a^2}\ge 0 .$$

**Numbers.** For boron $T_{cc}=290.111$ eV, $T_{vv}=28.514$ eV and $T_{cv}=-76.843$ eV. Hence $D=261.597$ eV, the square root is 303.40 eV, and

$$a_{\rm s}=\frac{261.597-303.40}{-153.686}=0.272 .$$

A direct numerical search, with the kinetic energy integrated from the slope of the orbital, also gives 0.2720. The estimate $-T_{cv}/D=0.294$ is 8% larger. The energy balance, in eV, is:

| $a$ | $\langle T\rangle$ | $\langle V\rangle$ | $\langle W\rangle$ | sum |
|---|---|---|---|---|
| 0 | 28.51 | −37.89 | 0.00 | −9.38 |
| 0.2201 | 8.34 | −25.54 | 7.82 | −9.38 |
| 0.2720 | 7.61 | −28.65 | 11.66 | −9.38 |
| 1 | 82.47 | −176.47 | 84.62 | −9.38 |

From $a=0$ to $a_{\rm s}$, the kinetic energy falls by 20.90 eV. The mean of $V+W$ weakens by the same amount, from $-37.89$ to $-16.99$ eV. Of this, 11.66 eV is the repulsion $W$. The other 9.24 eV arises because $\phi$ samples $V$ differently from $v$. The last row shows that a poor choice can make matters much worse: all four orbitals have the right eigenvalue, but the one with $a=1$ has almost three times the kinetic energy of the true $2s$ orbital.

## (e) For which admixtures is the $2s$ pseudo-orbital free of nodes?

**Solution.** Assume that both orbitals belong to the same local, spherical potential $V(r)$, as in LDA. Use atomic units, $\hbar=m_e=1$, and choose signs so that $c(r)>0$ everywhere and $v(r)>0$ outside its single node. With $u_c=rc$ and $u_v=rv$, the radial equations are

$$u_v''=2(V-E_v)u_v,\qquad u_c''=2(V-E_c)u_c .$$

Multiply the first by $u_c$, the second by $u_v$, and subtract. The potential cancels:

$$(u_v'u_c-u_vu_c')'=2(E_c-E_v)\,u_vu_c .$$

In the bracket, the terms $rvc$ from differentiating $r$ cancel, leaving $r^2(v'c-vc')$, where the prime means $d/dr$. This vanishes at $r=0$. Integration from 0 to $r$ gives

$$r^2(v'c-vc')=-2\Delta\,I(r),\qquad I(r)=\int_0^r v\,c\,s^2\,ds ,$$

with $s$ the integration variable. The integrand of $I$ is negative inside the node and positive outside. So $I$ first falls from zero and then rises. Orthogonality requires $I(\infty)=0$, so $I(r)<0$ at every finite $r>0$. Therefore

$$\frac{d}{dr}\left(\frac{v}{c}\right)=\frac{v'c-vc'}{c^2}=-\frac{2\Delta\,I(r)}{r^2c^2}>0 .$$

The ratio $v/c$ rises steadily from $v(0)/c(0)<0$. It grows without limit at large $r$, because the more weakly bound orbital decays more slowly. Since $\phi=c\,(v/c+a)$, a node at $r>0$ requires $v/c=-a$. This happens once if $a<a^*$ and never if $a\ge a^*$, where

$$a^*=-\frac{v(0)}{c(0)} .$$

At $a=a^*$ the orbital vanishes at the nucleus. There $I\approx-a^*c(0)^2r^3/3$, so the slope of $v/c$ is $2\Delta a^*r/3$, and $\phi\approx c(0)\,\Delta\,a^*r^2/3$. This choice removes the cusp at the nucleus, in addition to the node.

For boron $a^*=0.2201$, and the node of the true $2s$ orbital is near 0.025 nm. Counting nodes on a radial grid gives one for $0.9\,a^*$ and none for $1.1\,a^*$. The smoothest orbital has $a_{\rm s}=0.2720>a^*$, so it has no node. It does retain a cusp, since $\phi(0)=(a_{\rm s}-a^*)\,c(0)=0.052\,c(0)$, compared with $|v(0)|=0.220\,c(0)$. "Smoothest" here means least kinetic energy and does not imply a finite curvature at the nucleus. Nor does it guarantee the fastest convergence in plane waves, because a cusp gives the orbital a slowly decaying tail at large wave numbers. Removing the cusp costs little: by the table, $\langle T\rangle$ is then about 0.7 eV above its minimum.

## (f) What happens if the core orbital in $W$ is slightly wrong?

**Solution.** Suppose that $W$ contains $|c'\rangle=\cos\theta\,|c\rangle+\sin\theta\,|v\rangle$ instead of $|c\rangle$, with the factor $\Delta$ unchanged. In the plane of $c$ and $v$ we can write $H=E_v-\Delta|c\rangle\langle c|$, so

$$H+W'=E_v+\Delta\,\big(|c'\rangle\langle c'|-|c\rangle\langle c|\big).$$

In the basis $(c,v)$, using $\cos^2\theta-1=-\sin^2\theta$, the bracket is the matrix

$$M=\begin{pmatrix}-\sin^2\theta&\sin\theta\cos\theta\\ \sin\theta\cos\theta&\sin^2\theta\end{pmatrix}.$$

Its trace is zero, and its determinant is $-\sin^4\theta-\sin^2\theta\cos^2\theta=-\sin^2\theta$. The eigenvalues of $M$ are $\pm\sin\theta$, and the degenerate level splits into

$$E_v\pm\Delta\sin\theta .$$

The error is of first order in the angle, although the overlap $\langle c|c'\rangle=\cos\theta$ differs from one only in second order. It is also multiplied by the large core-valence gap. For $\sin\theta=0.01$ in boron, the shifts are $\pm1.69$ eV.

A realistic wrong core is the $1s$ orbital of an ion, used with $H$ of the neutral atom. For B$^+$ the overlap $|\langle v|c'\rangle|$ is 0.000775. The formula predicts $\pm0.131$ eV, and diagonalisation gives $-0.1315$ and $+0.1307$ eV. For B$^{3+}$ the overlap is 0.007125. The prediction is $\pm1.21$ eV, and the result is $-1.24$ and $+1.17$ eV. The asymmetry arises because the ionic core also contains higher $s$ states. This leaves less repulsion within the plane and couples the plane to levels above it. Both effects push the pair down.

A different operator is less sensitive. With $P'=|c'\rangle\langle c'|$, use $(1-P')H(1-P')+E\,P'$. In the same plane, the state orthogonal to $c'$ is $\cos\theta\,|v\rangle-\sin\theta\,|c\rangle$, with energy

$$E_v\cos^2\theta+E_c\sin^2\theta=E_v-\Delta\sin^2\theta .$$

The error is now of second order. For the exact core, $\theta=0$, this operator coincides with $H+W(E)$. The simple form $W(E)$ relies on the core being an eigenstate of the same $H$.

## (g) How far do the boron numbers describe a real atom?

**Solution.** The operator identities hold for whatever $H$ is supplied, but the numbers inherit the approximations in $H$. For the $2s$ level, the largest one examined here is the neglect of spin polarisation. With the $2p$ electron given a definite spin, the $2s$ level moves by $-0.43$ eV for that spin and by $+0.71$ eV for the other. Each spin then needs its own core orbital and its own $W$. Using the PBE functional instead of LDA shifts the level by $-0.06$ eV, and scalar relativity by about $-4$ meV. A larger basis changes it by 0.09 meV; at the basis limit $T_{cc}$ is about 0.002 eV higher, and the last digit of the B$^+$ shifts in part (f) is uncertain. The core level is more sensitive to the functional: PBE lowers $E_c$ by about 1.9 eV and widens the gap $\Delta$ by about 1.85 eV, whereas spin polarisation changes $\Delta$ by less than 0.5 eV.

These are changes within Kohn-Sham theory, and they do not measure the distance from experiment. The eigenvalues should not be read as ionisation energies: the highest occupied level here, $2p$, is at $-3.7$ eV, whereas removing an electron from a boron atom takes roughly 8 eV.

When the atom forms bonds, $H$ changes and with it the $1s$ orbital. The free-atom core orbital is then slightly wrong in the sense of part (f). The B$^+$ result, 0.13 eV, shows the effect of one such change of orbital, with the factor $\Delta$ kept at its correct value; no bonded atom was computed. The core energy changes too. If it becomes $E_c+\delta$ while $W$ keeps the old $E_c$, the steps of part (a) put the core level at $E+\delta$ instead of $E$. With the correct core orbital and $E$ at the new valence energy, the valence level itself is still right, but the core level no longer coincides with it, so the free choice of $\phi$ is lost. To keep this freedom when $H$ changes, $W$ needs new core energies as well as new core orbitals. The numerical output below lists the main values used here.

## Numbers as computed

```
Hydrogen test, cores 1s and 2s, valence 3s
  exact 3s level: -1.512 eV
  lowest four levels of H+W: [-1.512 -1.512 -1.502 -0.85 ] eV
Boron atom, spherical LDA
  1s level E_c: -178.625 eV
  2s level E_v: -9.380 eV
  2p level: -3.717 eV
  gap E_v - E_c: 169.245 eV
  next s level in this basis: 0.579 eV
  lowest three s levels of H+W: [-9.38  -9.38   0.579] eV
  lowest two, core sent to E_v+1 eV: [-9.38 -8.38] eV
  lowest two, core sent to E_v-1 eV: [-10.38  -9.38] eV
  kinetic T_cc: 290.111 eV
  kinetic T_vv: 28.514 eV
  kinetic T_cv: -76.843 eV
  smoothest admixture, formula: 0.2720
  smoothest admixture, search: 0.2720
  node-free threshold a*: 0.2201
  nodes of smoothest orbital: 0
  node radius of 2s: 0.0245 nm
  radius holding 99% of 1s: 0.0512 nm
  2s charge beyond twice that radius: 0.4462
  same for normalised smoothest orbital: 0.4164
Energy balance: a, norm, then <T>, <V>, <W>, sum in eV
  0.0000 1.0000 28.51 -37.89 -0.00 -9.38
  0.2201 1.0485 8.34 -25.54 7.82 -9.38
  0.2720 1.0740 7.61 -28.65 11.66 -9.38
  1.0000 2.0000 82.47 -176.47 84.62 -9.38
Wrong core orbital in W, level shifts from E_v
  tilt sine 0.01: [-1.692  1.692] eV
  core of B+: |<v|c'>| = 0.000775, shifts [-0.1315  0.1307] eV
  core of B3+: |<v|c'>| = 0.007125, shifts [-1.2413  1.1668] eV
Neglected effects, shift of the 2s level
  scalar relativity: -3.74 meV
  spin polarisation, up: -0.428 eV
  spin polarisation, down: 0.710 eV
  PBE instead of LDA: -0.059 eV
  larger basis: 0.090 meV
```
